# Primed-Ladder Population in Room-Temperature Silicon Inversion Layers: test program

```python
"""Subband populations of a Si(100) inversion layer.

Result under test: at 300 K the fourfold primed ladder holds a sizable share
of the electrons although its lowest level E0' lies above E0, so the layer is
not in the electric quantum limit (all electrons in the lowest subband).
Triangular well: E_i = |a_i| (c F^2 / m_z)^(1/3), a_i = zeros of Ai,
c = hbar^2/(2 m0), F = force (eV/nm), m_z = mass normal to the surface / m0.
Subband density: N_i = D kT ln(1 + exp((E_F - E_i)/kT)), D = 2D state density.
Unprimed: 2 valleys, m_z = m_l. Primed: 4 valleys, m_z = m_t.
Internal units: eV, nm, nm^-2. The self-consistent model is Hartree only.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ai_zeros, expit

m_l, m_t, eps_r = 0.92, 0.19, 11.7      # rounded silicon parameters
c = const.hbar**2 / (2 * const.m_e) / const.e * 1e18       # eV nm^2
q = const.e / (const.epsilon_0 * eps_r) * 1e9              # e^2/eps, eV nm
k_B = const.k / const.e                                    # eV/K
kT = 300 * k_B
UNIT = 0.01                             # 10^12 cm^-2 expressed in nm^-2
n_dep, width_dep = 1.0 * UNIT, 100.0

# m0/(pi hbar^2) = 1/(2 pi c)
dos_u = 2 * m_t / (2 * np.pi * c)
dos_p = 4 * np.sqrt(m_l * m_t) / (2 * np.pi * c)


def airy_roots(count):
    """Magnitudes of Airy zeros: library values first, then asymptotic series."""
    n = np.arange(1, count + 1)
    t = 3 * np.pi * (4 * n - 1) / 8
    roots = t**(2 / 3) * (1 + 5 / (48 * t**2) - 5 / (36 * t**4))
    roots[:20] = -ai_zeros(20)[0]
    return roots


roots = airy_roots(20000)
assert np.allclose(roots[:60], -ai_zeros(60)[0], rtol=1e-7)


def triangular_levels(force, mass):
    return roots * (c * force**2 / mass)**(1 / 3)


def populations(levels_u, levels_p, density, thermal, weight_p=dos_p):
    """Fermi level and subband densities at fixed total density."""
    def fill(mu):
        return (dos_u * thermal * np.logaddexp(0, (mu - levels_u) / thermal),
                weight_p * thermal * np.logaddexp(0, (mu - levels_p) / thermal))
    bottom = levels_u[0]
    mu = brentq(lambda m: sum(f.sum() for f in fill(m)) - density,
                bottom - 1.0, bottom + 1.0, xtol=1e-13)
    return mu, *fill(mu)


def boltzmann_share(force):
    """Primed share in the triangular well without degeneracy."""
    unprimed = dos_u * np.exp(-triangular_levels(force, m_l) / kT).sum()
    primed = dos_p * np.exp(-triangular_levels(force, m_t) / kT).sum()
    return primed / (primed + unprimed)


# Finite-difference well with hard walls at z = 0 and z = 40 nm
h = 0.05
z = h * np.arange(1, 800)
coulomb_kernel = np.minimum.outer(z, z) * h


def diagonalize(potential, mass, count=24):
    hop = c / (mass * h**2)
    energies, psi = eigh_tridiagonal(
        2 * hop + potential, -hop * np.ones(len(z) - 1),
        select='i', select_range=(0, count - 1))
    return energies, psi / np.sqrt(h)


def hartree(density, thermal):
    """Self-consistent Schroedinger-Poisson solution for both ladders."""
    v_dep = q * n_dep * z * (1 - z / (2 * width_dep))
    potential = v_dep.copy()
    for _ in range(400):
        e_u, psi_u = diagonalize(potential, m_l)
        e_p, psi_p = diagonalize(potential, m_t)
        mu, pop_u, pop_p = populations(e_u, e_p, density, thermal)
        profile = psi_u**2 @ pop_u + psi_p**2 @ pop_p
        new = v_dep + q * coulomb_kernel @ profile
        change = np.max(np.abs(new - potential))
        if change < 1e-6:
            break
        potential += 0.2 * (new - potential)
    assert change < 1e-6, "self-consistency not reached"
    z_av = h * np.sum(z * profile) / density
    # Force on the electrons from the wall slopes of the wave functions
    wall = (np.sum(pop_u * (psi_u[0] / h)**2) * c / m_l
            + np.sum(pop_p * (psi_p[0] / h)**2) * c / m_t) / density
    mean_force = q * (n_dep * (1 - z_av / width_dep) + density / 2)
    # 1 percent allows for the finite grid step in the wall slope
    assert abs(wall / mean_force - 1) < 0.01
    return dict(e_u=e_u, e_p=e_p, mu=mu, u=pop_u / density,
                p=pop_p / density, z_av=z_av, wall=wall)


# Airy levels against direct diagonalization
force_test = 0.02
for mass in (m_l, m_t):
    numeric = diagonalize(force_test * z, mass)[0][:3]
    assert np.allclose(numeric, triangular_levels(force_test, mass)[:3],
                       rtol=1e-3)

# Density of four elliptical valleys against a sum over wave vectors
mu_test = 2 * kT
kx = np.linspace(-1, 1, 801) * np.sqrt(40 * kT * m_l / c)
ky = np.linspace(-1, 1, 801) * np.sqrt(40 * kT * m_t / c)
kinetic = c * (kx[:, None]**2 / m_l + ky[None, :]**2 / m_t)
k_sum = (4 * 2 * expit((mu_test - kinetic) / kT).sum()
         * (kx[1] - kx[0]) * (ky[1] - ky[0]) / (2 * np.pi)**2)
assert np.isclose(k_sum, dos_p * kT * np.log1p(np.exp(2)), rtol=1e-5)

# Weak-field ladder sum: classical term and wall term
for x in (0.1, 0.2):
    ladder_sum = np.exp(-roots * x).sum()
    expansion = 1 / (2 * np.sqrt(np.pi) * x**1.5) - 0.25
    assert abs(ladder_sum - expansion) < 0.2 * x**1.5
weak_share = boltzmann_share(1e-4)
assert abs(weak_share - 2 / 3) < 0.005 and weak_share < 2 / 3
assert boltzmann_share(0.1) < 0.1

# Force at which the lowest levels of the two ladders are equally populated
dos_ratio = 2 * np.sqrt(m_l / m_t)
mass_gap = m_t**(-1 / 3) - m_l**(-1 / 3)
force_equal = (kT * np.log(dos_ratio) / (roots[0] * mass_gap))**1.5 / np.sqrt(c)
lowest_u = diagonalize(force_equal * z, m_l)[0][0]
lowest_p = diagonalize(force_equal * z, m_t)[0][0]
pair_ratio = dos_p / dos_u * np.exp(-(lowest_p - lowest_u) / kT)
assert abs(pair_ratio - 1) < 0.005
force_half = brentq(lambda f: boltzmann_share(f) - 0.5, 1e-3, 0.1)

# Worked triangular example
density = 1.0 * UNIT
force = q * (n_dep + density / 2)
tri_u, tri_p = triangular_levels(force, m_l), triangular_levels(force, m_t)
mu, pop_u, pop_p = populations(tri_u, tri_p, density, kT)
share_tri = pop_p.sum() / density
_, _, equal_p = populations(tri_u, tri_p, density, kT, weight_p=dos_u)
share_equal_dos = equal_p.sum() / density
assert tri_p[0] > tri_u[0] and share_tri > 0.3
assert pop_u[0] / density < 0.6 and share_equal_dos < share_tri / 2

print(f"m_l = {m_l} m0, m_t = {m_t} m0, relative permittivity = {eps_r}")
print(f"kT at 300 K = {1e3*kT:.2f} meV")
print(f"c = hbar^2/(2 m0) = {1e3*c:.3f} meV nm^2")
print(f"e^2/eps = {1e3*q:.1f} meV nm")
print(f"depletion density = {n_dep/UNIT:.1f} x 10^12 cm^-2")
print(f"depletion width = {width_dep:.0f} nm")
print(f"Airy zeros |a_1|, |a_2| = {roots[0]:.4f}, {roots[1]:.4f}")
print(f"level ratio E0'/E0 (triangular) = {tri_p[0]/tri_u[0]:.3f}")
print(f"density-of-states ratio primed/unprimed = {dos_p/dos_u:.3f}")
print(f"D kT unprimed = {dos_u*kT/UNIT:.3f} x 10^12 cm^-2")
print(f"D kT primed = {dos_p*kT/UNIT:.3f} x 10^12 cm^-2")
print(f"field for N0' = N0, nondegenerate = {10*force_equal:.3f} MV/cm")
print(f"field for primed share 1/2, nondegenerate = {10*force_half:.3f} MV/cm")
for f in (1e-4, 0.01, 0.03, 0.1):
    print(f"nondegenerate primed share at {10*f:.3f} MV/cm = "
          f"{100*boltzmann_share(f):.2f} %")
print("Triangular well, inversion density 1.0 x 10^12 cm^-2, 300 K:")
print(f"  effective field = {10*force:.4f} MV/cm")
print(f"  E0, E1, E2 = {1e3*tri_u[0]:.2f}, {1e3*tri_u[1]:.2f}, "
      f"{1e3*tri_u[2]:.2f} meV")
print(f"  E0', E1' = {1e3*tri_p[0]:.2f}, {1e3*tri_p[1]:.2f} meV")
print(f"  E0' - E0 = {1e3*(tri_p[0]-tri_u[0]):.2f} meV")
print(f"  Fermi level = {1e3*mu:.2f} meV")
print(f"  N0, N1, N2 = {pop_u[0]/UNIT:.4f}, {pop_u[1]/UNIT:.4f}, "
      f"{pop_u[2]/UNIT:.4f} x 10^12 cm^-2")
print(f"  N0', N1' = {pop_p[0]/UNIT:.4f}, {pop_p[1]/UNIT:.4f} x 10^12 cm^-2")
print(f"  primed share = {100*share_tri:.1f} %")
print(f"  primed share if both ladders had equal D = {100*share_equal_dos:.1f} %")

# Self-consistent results over a range of inversion densities
print("Self-consistent Hartree (SC) and triangular (tri) wells, 300 K:")
results = {}
for n12 in (0.1, 1.0, 3.0, 10.0):
    n = n12 * UNIT
    sc = hartree(n, kT)
    results[n12] = sc
    f = q * (n_dep + n / 2)
    lu, lp = triangular_levels(f, m_l), triangular_levels(f, m_t)
    _, _, tp = populations(lu, lp, n, kT)
    tri_share, sc_share = tp.sum() / n, sc['p'].sum()
    split_tri, split_sc = lp[0] - lu[0], sc['e_p'][0] - sc['e_u'][0]
    assert 0 < split_sc < split_tri and sc_share > tri_share
    if n12 == 0.1:
        assert sc_share - tri_share < 0.03
    print(f" N = {n12:.1f} x 10^12 cm^-2: field (tri) {10*f:.3f} MV/cm")
    print(f"  E0'-E0: tri {1e3*split_tri:.1f}, SC {1e3*split_sc:.1f} meV")
    print(f"  primed share: tri {100*tri_share:.1f}, SC {100*sc_share:.1f} %; "
          f"lowest subband SC {100*sc['u'][0]:.1f} %")
assert results[10.0]['p'].sum() < results[0.1]['p'].sum()

sc = results[1.0]
assert sc['p'].sum() > 0.3 and sc['u'][0] < 0.6
print("SC details at 1.0 x 10^12 cm^-2, 300 K:")
print(f"  E0, E1, E0' = {1e3*sc['e_u'][0]:.2f}, {1e3*sc['e_u'][1]:.2f}, "
      f"{1e3*sc['e_p'][0]:.2f} meV")
print(f"  Fermi level = {1e3*sc['mu']:.2f} meV")
print(f"  shares of E0, E1, E0' = {100*sc['u'][0]:.1f}, {100*sc['u'][1]:.1f}, "
      f"{100*sc['p'][0]:.1f} %")
print(f"  mean distance from interface = {sc['z_av']:.2f} nm")
print(f"  mean field from wall slopes = {10*sc['wall']:.4f} MV/cm")

cold = hartree(density, 10 * k_B)
assert cold['u'][0] > 0.999
print("SC at 1.0 x 10^12 cm^-2, 10 K:")
print(f"  E0'-E0 = {1e3*(cold['e_p'][0]-cold['e_u'][0]):.2f} meV, "
      f"E_F-E0 = {1e3*(cold['mu']-cold['e_u'][0]):.2f} meV")
print(f"  lowest-subband share = {100*cold['u'][0]:.3f} %")
print("all tests passed")
```

Printed output:

```
m_l = 0.92 m0, m_t = 0.19 m0, relative permittivity = 11.7
kT at 300 K = 25.85 meV
c = hbar^2/(2 m0) = 38.100 meV nm^2
e^2/eps = 1546.6 meV nm
depletion density = 1.0 x 10^12 cm^-2
depletion width = 100 nm
Airy zeros |a_1|, |a_2| = 2.3381, 4.0879
level ratio E0'/E0 (triangular) = 1.692
density-of-states ratio primed/unprimed = 4.401
D kT unprimed = 4.104 x 10^12 cm^-2
D kT primed = 18.060 x 10^12 cm^-2
field for N0' = N0, nondegenerate = 0.179 MV/cm
field for primed share 1/2, nondegenerate = 0.141 MV/cm
nondegenerate primed share at 0.001 MV/cm = 66.55 %
nondegenerate primed share at 0.100 MV/cm = 54.81 %
nondegenerate primed share at 0.300 MV/cm = 33.11 %
nondegenerate primed share at 1.000 MV/cm = 3.96 %
Triangular well, inversion density 1.0 x 10^12 cm^-2, 300 K:
  effective field = 0.2320 MV/cm
  E0, E1, E2 = 65.80, 115.04, 155.36 meV
  E0', E1' = 111.32, 194.63 meV
  E0' - E0 = 45.52 meV
  Fermi level = 12.54 meV
  N0, N1, N2 = 0.4923, 0.0771, 0.0163 x 10^12 cm^-2
  N0', N1' = 0.3914, 0.0158 x 10^12 cm^-2
  primed share = 40.8 %
  primed share if both ladders had equal D = 13.8 %
Self-consistent Hartree (SC) and triangular (tri) wells, 300 K:
 N = 0.1 x 10^12 cm^-2: field (tri) 0.162 MV/cm
  E0'-E0: tri 35.9, SC 34.9 meV
  primed share: tri 47.6, SC 48.4 %; lowest subband SC 38.2 %
 N = 1.0 x 10^12 cm^-2: field (tri) 0.232 MV/cm
  E0'-E0: tri 45.5, SC 43.1 meV
  primed share: tri 40.8, SC 43.0 %; lowest subband SC 45.4 %
 N = 3.0 x 10^12 cm^-2: field (tri) 0.387 MV/cm
  E0'-E0: tri 64.0, SC 56.7 meV
  primed share: tri 29.8, SC 35.1 %; lowest subband SC 55.7 %
 N = 10.0 x 10^12 cm^-2: field (tri) 0.928 MV/cm
  E0'-E0: tri 114.7, SC 88.8 meV
  primed share: tri 13.8, SC 24.9 %; lowest subband SC 68.9 %
SC details at 1.0 x 10^12 cm^-2, 300 K:
  E0, E1, E0' = 75.26, 121.18, 118.36 meV
  Fermi level = 19.77 meV
  shares of E0, E1, E0' = 45.4, 8.0, 39.4 %
  mean distance from interface = 2.93 nm
  mean field from wall slopes = 0.2273 MV/cm
SC at 1.0 x 10^12 cm^-2, 10 K:
  E0'-E0 = 38.62 meV, E_F-E0 = 6.30 meV
  lowest-subband share = 100.000 %
all tests passed
```
